# Log-log slopes, built-in voltage and exponential traps in dielectric films

**Q:** Suppose a dielectric film has a local slope \(m=d\ln J/d\ln V=2.9\) at 2 V. The trap-free Mott-Gurney law gives two and exponential traps give \(m=l+1\), with \(l=T_t/T\). I would report an exponential trap distribution with \(l=1.9\). What else could it be?

**A:** First ask which voltage belongs in the Mott-Gurney law. Take positive carriers of density \(P\), constant mobility \(\mu\), permittivity \(\varepsilon\), no traps and a steady state. They enter at \(x=0\), leave at \(x=L\), and have fixed contact densities \(P_0\) and \(P_L\).

The applied voltage \(V\) is the drop in electrochemical potential per unit charge, \(\phi+(kT/q)\ln P\). With field \(F=-d\phi/dx\),

\[
V=\int_0^L F\,dx+V_{bi},\qquad V_{bi}=\frac{kT}{q}\ln\frac{P_0}{P_L}.
\]

The electrostatic drop is therefore \(V-V_{bi}\). If the injecting contact is the richer one, \(V_{bi}>0\) and opposes injection.

Neglect diffusion for now. Then \(J=q\mu PF\), and Poisson's equation is \(\varepsilon\,dF/dx=qP\). Eliminating \(P\),

\[
J=\varepsilon\mu F\frac{dF}{dx}=\frac{\varepsilon\mu}{2}\frac{dF^2}{dx}.
\]

A plentiful contact has \(F(0)=0\) in this approximation, so \(F=\sqrt{2Jx/(\varepsilon\mu)}\). Its integral gives

\[
V-V_{bi}=\frac23\sqrt{\frac{2J}{\varepsilon\mu}}\,L^{3/2},
\qquad
J=\frac98\varepsilon\mu\frac{(V-V_{bi})^2}{L^3}.
\]

The square belongs to \(V-V_{bi}\), but your graph uses \(V\). Differentiating \(\ln J=2\ln(V-V_{bi})+\text{constant}\) gives

\[
m=\frac{2V}{V-V_{bi}}.
\]

This exceeds two for \(V>V_{bi}>0\), with no traps in the model.

**Q:** Then I can subtract the contact potential, replot, and look for a slope of two.

**A:** That would hold if drift were the whole current. Diffusion matters near the injecting contact, and its effect on the slope is not small here.

Use \(L\) as the unit of length, \(kT/q\) of voltage and \(\varepsilon kT/(q^2L^2)\) of density. Let \(y=x/L\), and let \(E,p,j,v,v_{bi}\) be the scaled field, density, current and voltages. With the Einstein relation,

\[
E'=p,\qquad j=pE-p',\qquad
J=\frac{\varepsilon\mu(kT/q)^2}{L^3}\,j,
\]

where primes mean \(d/dy\). Substituting \(p=E'\),

\[
j=EE'-E''=\frac{d}{dy}\left(\frac{E^2}{2}-E'\right),
\qquad
\frac{E^2}{2}-E'=jy+c.
\]

The nonlinear term disappears if \(E=-2u'/u\). Indeed \(E^2/2=2u'^2/u^2\) and \(E'=-2u''/u+2u'^2/u^2\), so

\[
u''=\frac{jy+c}{2}\,u.
\]

Set \(z=z_0+ky\), \(j=2k^3\) and \(c=2k^2z_0\). Since \(u''=k^2d^2u/dz^2\), this becomes Airy's equation, \(d^2u/dz^2=zu\).

**Q:** Airy's equation has two solutions. Which one carries the current?

**A:** At large \(z\), \(\mathrm{Ai}'/\mathrm{Ai}\approx-\sqrt z\), so \(u=\mathrm{Ai}(z)\) gives \(E\approx2k\sqrt z>0\), the required drift field. The growing solution \(\mathrm{Bi}\) gives the opposite sign. It is needed only near the collector, where it brings the density down to its small boundary value.

The size of that correction can be estimated. Just before an almost empty collector, the \(\mathrm{Ai}\) solution has \(p\approx j/E\). The correction must cancel this density, and it decays into the film over a length \(1/E\), because the leading equation is \(\delta p'=E\,\delta p\). From \(\delta E'=\delta p\), the field changes by about \(-j/E^2\) at the collector. Integrating over the layer changes the voltage by

\[
-\frac{j}{E^3}\approx-\frac{1}{4z_1^{3/2}},\qquad z_1=z_0+k,
\]

in units of \(kT/q\). I neglect it when \(z_1\) is large.

The injecting contact fixes \(z_0\). At \(y=0\), \(p_0=E'(0)=E(0)^2/2-c\), hence

\[
p_0=2k^2\left[\left(\frac{\mathrm{Ai}'(z_0)}{\mathrm{Ai}(z_0)}\right)^2-z_0\right].
\]

For a rich contact, \(z_0\) lies just above the first Airy zero, \(a_1=-2.338\). There \(\mathrm{Ai}'/\mathrm{Ai}>0\), so \(E(0)<0\): the field pushes carriers back towards the contact, and diffusion carries them inward against it.

Finally, \(\int_0^1E\,dy=-2\ln[u(1)/u(0)]\), which gives

\[
v-v_{bi}=w(k),\qquad
w(k)=2\ln\frac{\mathrm{Ai}(z_0)}{\mathrm{Ai}(z_0+k)}.
\]

Together with \(j=2k^3\), this is the current-voltage law with diffusion, for an almost empty collector.

**Q:** Where is Mott-Gurney in that logarithm?

**A:** Take \(k\) large and \(p_0\gg k^2\), and write \(z_0=a_1+\delta\). Near the zero \(\mathrm{Ai}'/\mathrm{Ai}\approx1/\delta\), so the contact condition gives \(\delta\approx k\sqrt{2/p_0}\). Also \(\mathrm{Ai}(z_0)\approx\mathrm{Ai}'(a_1)\delta\), so

\[
2\ln\mathrm{Ai}(z_0)\approx
\ln\frac{2k^2\,\mathrm{Ai}'(a_1)^2}{p_0}.
\]

At the other end, \(\mathrm{Ai}(z)\approx e^{-2z^{3/2}/3}/(2\sqrt\pi z^{1/4})\), hence

\[
-2\ln\mathrm{Ai}(z_1)\approx\frac43z_1^{3/2}+\frac12\ln z_1+\ln4\pi.
\]

Here \(z_1=k-|a_1|+\delta\). Expanding the power to first order in \((\delta-|a_1|)/k\), and replacing \(z_1\) by \(k\) in the logarithm,

\[
w\approx\frac43k^{3/2}-2|a_1|\sqrt k
+\frac{2\sqrt2\,k^{3/2}}{\sqrt{p_0}}
+\ln\frac{8\pi\mathrm{Ai}'(a_1)^2k^{5/2}}{p_0}.
\]

The first term alone gives \(k^3=9w^2/16\), so \(j=2k^3=9w^2/8\), the Mott-Gurney law. The second term is the main diffusion correction in this limit: a given current needs less voltage than drift alone would require. Its size relative to the first is \(3|a_1|/(2k)\approx3.5/k\). The third term comes from the small shift \(\delta\) of \(z_0\) away from the Airy zero. The contact density also enters through the logarithm.

**Q:** So does a positive built-in voltage still guarantee a slope above two?

**A:** No. At fixed \(p_0\) and \(v_{bi}\), \(dv/dk=dw/dk\). Since \(j\propto k^3\),

\[
m=3\frac{d\ln k}{d\ln v}=\frac{3v}{k\,dw/dk}.
\]

With \(v=v_{bi}+w\) and \(dw/dk>0\), the condition \(m>2\) becomes

\[
v_{bi}>\frac23k\frac{dw}{dk}-w.
\]

The expansion shows how this threshold behaves. A term proportional to \(k^{3/2}\) in \(w\) cancels, because \(\frac23\cdot\frac32=1\). The \(\sqrt k\) term contributes \(-\frac23|a_1|\sqrt k+2|a_1|\sqrt k\). The logarithm contributes \(\frac23\cdot\frac52\) minus itself. Thus

\[
v_{bi}>\frac43|a_1|\sqrt k+\frac53
+\ln\frac{p_0}{8\pi\mathrm{Ai}'(a_1)^2k^{5/2}}.
\]

In the large-\(k\) regime the first term makes the threshold rise, but only as \(\sqrt k\propto j^{1/6}\).

**Q:** Put numbers in. Can this produce my 2.9 without traps?

**A:** Take a model interlayer film with \(L=200\) nm, relative permittivity 2.7, \(\mu=10^{-10}\) cm²/Vs, \(T=300\) K, \(V_{bi}=1\) V and \(P_0=10^{19}\) cm⁻³. Then \(kT/q=0.02585\) V and \(p_0=1.037\times10^5\).

A finite-volume solution of the drift-diffusion equations gives \(J=7.24\times10^{-9}\) A/cm² at 2 V. The current unit \(\varepsilon\mu(kT/q)^2/L^3\) is \(2.00\times10^{-12}\) A/cm², so \(j\approx3620\) and \(k=(j/2)^{1/3}\approx12.2\).

Now recover the voltage from the Airy formula. The contact condition has \(p_0/(2k^2)\approx349\). Near the Airy zero, \(1/\delta^2\approx349-2.3\), so \(\delta\approx0.054\), \(z_0\approx-2.28\) and \(z_1\approx9.91\). With \(\mathrm{Ai}'(a_1)=0.701\), \(\ln\mathrm{Ai}(z_0)\approx-3.28\), while the large-\(z\) form gives \(\ln\mathrm{Ai}(z_1)\approx-22.62\). Hence

\[
w\approx2(22.62-3.28)\approx38.7,\qquad
\frac{kT}{q}w\approx1.00\ \text{V}.
\]

Adding \(V_{bi}=1\) V returns the applied 2 V. The neglected collector correction is about \(0.008\,kT/q\).

The slopes from the finite-volume solution are:

| \(V\) (V) | \(m\) | drift-only \(m\) |
|---:|---:|---:|
| 1.5 | 3.53 | 6.00 |
| 2 | 2.91 | 4.00 |
| 3 | 2.49 | 3.00 |
| 5 | 2.24 | 2.50 |
| 10 | 2.09 | 2.22 |

So your 2.9 appears in a trap-free model. Read as exponential traps, it would give \(l=1.91\), \(T_t=574\) K and \(kT_t=49\) meV, all fictitious here. Over these five voltages, the Airy formulas and the finite-volume solution differ by at most 0.09% of the Airy value in current, and by the same percentage in slope.

**Q:** How do I know that the contact asymmetry causes this, rather than diffusion alone?

**A:** Keep the injecting contact and the film fixed, but give the collector the same density, so that \(V_{bi}=0\). The finite-volume slope becomes 1.72 at 2 V and 1.84 at 5 V. Diffusion with equal contacts puts the slope below two at these voltages.

The threshold is a sharper test. At 5 V, with the same \(P_0\), the Airy condition predicts \(m=2\) at \(V_{bi}=0.473\) V, and the finite-volume solution at that value gives 2.000. The large-\(k\) estimate can be checked by hand. The electrostatic drop is \(4.527/0.02585\approx175\) thermal units, for which the expansion of \(w\) gives \(k\approx28.2\). The threshold is then

\[
16.5+1.7+0.7=18.9
\]

thermal units, or 0.49 V. At this voltage a built-in voltage of 0.3 V would therefore not raise the slope above two, although it is positive.

**Q:** What happens if I subtract the full 1 V after all?

**A:** The slope against \(V-V_{bi}\) is

\[
\frac{d\ln J}{d\ln(V-V_{bi})}=m\frac{V-V_{bi}}{V}.
\]

At 2 V this is \(2.91\times1/2=1.46\), and at 10 V it is 1.885. The full contact potential is the right electrostatic correction, but what remains is not a pure drift current, so a slope of two should not be expected.

Nor does plotting \(\sqrt J\) against \(V\) recover \(V_{bi}\) here. Since \(d\sqrt J/dV=m\sqrt J/(2V)\), the tangent meets the voltage axis at

\[
V_{int}=V-\frac{\sqrt J}{d\sqrt J/dV}
=V\left(1-\frac2m\right).
\]

This is 0.63 V at 2 V and 0.45 V at 10 V, against a true built-in voltage of 1 V. Subtracting the local intercept gives a local slope of two by construction, so that result is no evidence for trap-free transport.

**Q:** But my data make a straight line on log-log axes. Your slope changes with voltage.

**A:** A limited voltage window can hide the change. A power-law fit to nine model points from 2 to 6 V gives slope 2.43 and \(R^2=0.998\). The largest residual in \(\ln J\) is 0.061, about 6% in current, so a high \(R^2\) does not establish a constant exponent. Look at the local slope: a steady fall with rising voltage is a warning that an offset may be present.

**Q:** Is there a measurement that separates the two explanations better?

**A:** Vary the thickness and compare currents at the same voltage. First derive what exponential traps predict. Let \(s\) be trap depth divided by \(kT\), with density proportional to \(e^{-s/l}\), and let \(\eta\) be the quasi-Fermi depth, so \(P\propto e^{-\eta}\). The trapped density is

\[
P_t\propto\int_0^\infty\frac{e^{-s/l}}{1+e^{\eta-s}}\,ds
\approx e^{-\eta/l}\int_{-\infty}^{\infty}\frac{e^{-r/l}}{1+e^{-r}}\,dr,
\qquad r=s-\eta.
\]

For \(l>1\) and a quasi-Fermi level far from the transport edge, the last integral is a finite constant, so \(P_t\propto P^{1/l}\). When trapped charge dominates and drift carries the current, \(P=J/(q\mu F)\), and Poisson's equation gives

\[
\frac{dF}{dx}\propto\left(\frac JF\right)^{1/l}
\quad\Rightarrow\quad
F\propto J^{1/(l+1)}x^{l/(l+1)}.
\]

Integrating over the film,

\[
V\propto J^{1/(l+1)}L^{(2l+1)/(l+1)},
\qquad
J\propto\frac{V^{l+1}}{L^{2l+1}}.
\]

Define \(n=-\partial\ln J/\partial\ln L\) at fixed \(V\). This drift law with traps gives \(n=2l+1\), which equals \(2m-1\) when there is no built-in voltage.

For the trap-free film, \(J\propto j/L^3\). With \(V\), \(V_{bi}\) and the physical contact density fixed, \(w\) is fixed but \(p_0\propto L^2\). The logarithm in \(w\) gives \(\partial w/\partial\ln p_0\approx-1\). Keeping \(w\) constant therefore requires \(k(dw/dk)\,d\ln k=d\ln p_0\), so

\[
d\ln j=\frac{3}{k\,dw/dk}\,d\ln p_0
=\frac{2m}{v}\,d\ln L,
\qquad
n\approx3-\frac{2m}{v}.
\]

At 2 V this estimate gives 2.92, and finite-volume solutions at 190 and 210 nm give 2.91. A separate drift-only calculation, with no built-in voltage and Fermi-occupied exponential traps at \(l=1.91\) gives \(m=2.91\) but \(n=4.825\). Going from 190 to 210 nm multiplies the current by about 0.75 in the first case and 0.62 in the second. The thickness must be known well, and the contacts and film properties must not change through the series.

**Q:** Would heating the sample do as well?

**A:** It separates them less clearly in this example. From 300 to 400 K at 2 V, with contact density and \(V_{bi}\) held fixed, the built-in model's slope falls from 2.91 to 2.72. The trap law falls to \(1+1.91\times300/400=2.43\). Both move the same way, so a falling slope alone does not identify traps.

**Q:** How close is your model to a real low-k film?

**A:** The thickness and permittivity are in a rough low-k range; the mobility is a chosen value, not a property of a named material. The least secure assumption is the contact. With a rough site density of \(10^{21}\) cm⁻³, \(P_0=10^{19}\) cm⁻³ implies a barrier of only 0.12 eV. The accumulation layer there, \(L\sqrt{2/p_0}\), is about 0.9 nm thick, less than the 4.6 nm mean carrier spacing at that density and the 21 nm Coulomb radius \(q^2/(4\pi\varepsilon kT)\). The continuum description is therefore not reliable at the contact, and \(P_0\) is only an effective parameter. With \(V_{bi}=1\) V held fixed, the slope at 2 V runs from 3.18 at \(P_0=10^{17}\) cm⁻³ to 2.79 at \(10^{20}\) cm⁻³, and \(n\) from 2.77 to 2.92. The excess over two survives, but the match to 2.9 depends on the chosen \(P_0\). For a 1 eV barrier at 10 V, taking the model's mean field \((V-V_{bi})/L=0.45\) MV/cm, a drift estimate of the contact supply, including 0.155 eV of image lowering, gives about \(10^{-10}\) of the model current. The contact would then limit conduction, and neither space-charge law should be applied. Tunnelling from the contact's Fermi level would not rescue it: the exponent for a triangular barrier with the free-electron mass is about 152 at that field. With the same collector, the higher barrier would reduce \(V_{bi}\) to about 0.12 V. The three numbers then become 0.162 eV, \(2\times10^{-10}\) and 138, and the conclusion is the same.

Field-dependent mobility is another serious omission. If \(\mu\propto\exp(\gamma\sqrt F)\) with a rough \(\gamma=2\times10^{-4}\) (m/V)\(^{1/2}\), drift with no traps and no built-in voltage gives slopes of 2.27 at 2 V and 2.61 at 10 V. At 10 V that excess over two is larger than the net 0.09 found in the model with built-in voltage and diffusion, and it rises with voltage, so it could hide the falling slope towards the upper end of the voltage range. This \(\gamma\) is modest: the Poole-Frenkel value for relative permittivity 2.7 at 300 K is \(1.8\times10^{-3}\) (m/V)\(^{1/2}\), and \(\gamma\approx6.6\times10^{-4}\) alone gives a slope of 2.9 at 2 V. Thickness helps here too. Integrating \(J=\varepsilon\mu(F)F\,dF/dx\) shows that \(JL\) depends only on \(V/L\), hence \(n=m+1\), not \(2m-1\).

The peak field at 10 V is 0.71 MV/cm, below a rough breakdown strength of several MV/cm. Slow transport also matters: the transit-time scale at 2 V is 4 s, and at a sweep rate of 0.1 V/s the geometric displacement current \((\varepsilon/L)\,dV/dt\) is 17% of the steady conduction current. The total current need not rise by exactly this amount, because the conduction current also lags behind the voltage. The voltage should be held until the current settles.

**Q:** Then what may I conclude from my slope of 2.9?

**A:** That the uncorrected curve is steeper than \(V^2\) at that voltage. Exponential traps remain possible, and a built-in voltage does not exclude them. To support the simple trap law, with drift alone and no built-in voltage, show that the contact can supply the current, that the exponent persists over a wide voltage range, and that the thickness exponent agrees with \(2m-1\). If traps and a built-in voltage act together, drift alone gives \(J\propto(V-V_{bi})^{l+1}/L^{2l+1}\). In that approximation the slope \(m\) exceeds \(l+1\) for \(V>V_{bi}>0\) and changes with voltage. Diffusion acts the other way, as it did without traps, and can bring \(m\) below \(l+1\). In this film, with equal contacts, \(l=1.91\) and \(10^{20}\) traps per cm³, drift with diffusion gives \(m=2.28\) and \(n=4.77\) at 2 V. Failing the \(2m-1\) test therefore does not exclude traps. If other evidence establishes exponential traps, trapped charge far exceeds free charge through most of the film, and the mobility does not depend on field, the drift relation \(n=2l+1\) gives a rough estimate of \(l\) from the thickness series. In the cases computed it reads low: 1.88 for \(l=1.91\) in the case above, and 3.5 at 2 V for \(l=4\) with equal contacts and \(10^{18}\) traps per cm³. The numerical output gives the values for this model film.

## Computed values

```
Thickness: 200 nm; relative permittivity: 2.7
Mobility: 1.0e-10 cm2/Vs; temperature: 300 K
Thermal voltage kT/q: 0.02585 V; built-in voltage: 1.00 V
Injecting-contact density: 1.0e+19 cm^-3
Scaled contact density p0: 1.0370e+05
First Airy zero a1: -2.33811; Ai'(a1): 0.70121
V=1.5 V: J=2.8947e-09 A/cm2, m=3.529, drift-only m=6.000
V=2.0 V: J=7.2364e-09 A/cm2, m=2.912, drift-only m=4.000
V=3.0 V: J=2.1407e-08 A/cm2, m=2.490, drift-only m=3.000
V=5.0 V: J=7.1100e-08 A/cm2, m=2.241, drift-only m=2.500
V=10.0 V: J=3.1704e-07 A/cm2, m=2.094, drift-only m=2.222
V=1.5 V: tangent intercept=0.650 V, slope against V-Vbi=1.176
V=2.0 V: tangent intercept=0.627 V, slope against V-Vbi=1.456
V=3.0 V: tangent intercept=0.591 V, slope against V-Vbi=1.660
V=5.0 V: tangent intercept=0.538 V, slope against V-Vbi=1.793
V=10.0 V: tangent intercept=0.451 V, slope against V-Vbi=1.885
Largest Airy/numerical current difference: 0.090 %
Largest Airy/numerical slope difference: 0.091 %
Equal contacts: m=1.719 at 2 V, 1.837 at 5 V
Threshold built-in voltage for m=2 at 5 V: 0.473 V
Numerical slope at that threshold: 2.000
Fitted slope, 2 to 6 V: 2.434; R squared: 0.99845
Largest log residual of that fit: 0.0614
False trap parameter l at 2 V: 1.912
False trap temperature at 2 V: 574 K
False trap energy kTt at 2 V: 49.4 meV
Built-in case thickness exponent at 2 V: 2.912
Estimated built-in thickness exponent: 2.925
Trap calculation: m=2.913, thickness exponent=4.825
At 400 K and 2 V: built-in m=2.717, trap m=2.434
Peak field at 10 V: 0.710 MV/cm
Rough mobility field coefficient: 2.0e-04 (m/V)^0.5
Field-mobility slope, Vbi=0: 2.269 at 2 V, 2.608 at 10 V
Rough site density: 1.0e+21 cm^-3
Barrier implied by contact density: 0.119 eV
Contact occupation fraction: 0.010
Comparison barrier: 1.00 eV; image lowering at 10 V: 0.155 eV
Its supply current / model current at 10 V: 1.45e-10
Its tunnelling exponent at 10 V, free mass: 151.8
Transit-time scale at 2 V: 4.00 s
Sweep rate: 0.10 V/s; displacement / conduction current at 2 V: 0.165
```
